# Apparent Activation Energy of Acid Diffusion above the Glass Transition

## Problem

During the post-exposure bake of a chemically amplified resist, photogenerated acid diffuses through the polymer film. Suppose that its diffusivity follows

$$D(T)=D_\infty\exp\left(-\frac{B}{T-T_0}\right),\qquad B=1500\ \text{K},\quad T_0=320\ \text{K},$$

with $D_\infty$ independent of temperature. The law describes a film whose structure is in equilibrium at each temperature, so it is used only above the glass transition temperature $T_g$, taken here as 370 K. The bake is at 383 K (110 °C) for 60 s, and $D(383\ \text{K})=1.0\ \text{nm}^2/\text{s}$. These are round model values.

1. What apparent activation energy does the diffusivity have at 383 K?
2. What energy would an Arrhenius fit between 373 K and 393 K return?
3. How far does the acid diffuse, and how much does a small error in hotplate temperature matter?

The apparent activation energy needs a definition. An Arrhenius law, $\ln D=\ln A-E/(RT)$, is a straight line of slope $-E/R$ when $\ln D$ is plotted against $1/T$. For any other law, the local slope of the same plot defines

$$E(T)=-R\,\frac{d\ln D}{d(1/T)} .$$

## First estimate by scaling

In an Arrhenius law the size of the exponent is the energy divided by $RT$. If the given exponent is read in the same way, the energy should be about $RT$ times its size:

$$E_{\text{est}}\sim RT\,\frac{B}{T-T_0}.$$

At the bake temperature $T-T_0=63$ K, so the exponent has size $1500/63=23.8$. With $R=8.3145$ J/(mol K),

$$E_{\text{est}}\sim 8.3145\times383\times23.8\ \text{J/mol}\approx 76\ \text{kJ/mol}.$$

This estimate uses the value of $\ln(D/D_\infty)$ at one temperature. The definition asks for its slope, and the two give the same energy at every temperature only if the exponent is proportional to $1/T$.

## Exact solution

**The local slope.** Let $x=1/T$. Then

$$\frac{B}{T-T_0}=\frac{B}{1/x-T_0}=\frac{Bx}{1-T_0x},
\qquad
\ln D=\ln D_\infty-\frac{Bx}{1-T_0x}.$$

The quotient rule gives

$$\frac{d}{dx}\,\frac{Bx}{1-T_0x}
=\frac{B(1-T_0x)+BxT_0}{(1-T_0x)^2}
=\frac{B}{(1-T_0x)^2}.$$

The minus sign in $\ln D$ cancels the one in the definition of $E$. Since $1-T_0x=(T-T_0)/T$,

$$\boxed{E(T)=RB\left(\frac{T}{T-T_0}\right)^2}$$

At 383 K, $T/(T-T_0)=383/63=6.079$, whose square is 36.96. The prefactor is $RB=12.47$ kJ/mol, and therefore

$$E(383\ \text{K})=12.47\times36.96\ \text{kJ/mol}\approx461\ \text{kJ/mol},$$

or 4.78 eV per particle.

Two limits show what $T_0$ does. For $T_0=0$ the law is an Arrhenius law and $E=RB$, only 12.47 kJ/mol. As $T$ falls towards $T_0$, the formula grows without bound. A real film does not follow it that far, because it falls out of equilibrium near $T_g$, which lies above $T_0$.

**A finite temperature window.** An experiment compares diffusivities at separate temperatures. For two temperatures $T_1<T_2$, an Arrhenius law would give $\ln(D_2/D_1)=(E/R)(1/T_1-1/T_2)$. The energy inferred from two values is thus

$$E_{12}=R\,\frac{\ln(D_2/D_1)}{1/T_1-1/T_2}.$$

For the present law, the numerator and denominator are

$$\ln\frac{D_2}{D_1}=\frac{B}{T_1-T_0}-\frac{B}{T_2-T_0}
=\frac{B(T_2-T_1)}{(T_1-T_0)(T_2-T_0)},
\qquad
\frac1{T_1}-\frac1{T_2}=\frac{T_2-T_1}{T_1T_2}.$$

The difference $T_2-T_1$ cancels:

$$E_{12}=RB\,\frac{T_1T_2}{(T_1-T_0)(T_2-T_0)}=\sqrt{E(T_1)\,E(T_2)} .$$

The local energies are 618 kJ/mol at 373 K and 361 kJ/mol at 393 K. Their geometric mean is 473 kJ/mol, about 2.5 % above the local value at the centre of the window. A least-squares line through $\ln D$ at five equally spaced temperatures in this window gives 471 kJ/mol. Such a fit hides a change of the local energy by more than 250 kJ/mol over 20 K.

**Diffusion length and hotplate error.** Let $c(z,t)$ be an acid profile normalized to one, starting from a thin sheet at $z=0$ and obeying $\partial c/\partial t=D\,\partial^2c/\partial z^2$. Two integrations by parts, with vanishing boundary terms, give

$$\frac{d\langle z^2\rangle}{dt}=D\int z^2\,\frac{\partial^2c}{\partial z^2}\,dz=2D\int c\,dz=2D .$$

The root-mean-square displacement along one axis is therefore

$$L=\sqrt{2Dt}=\sqrt{2\times1.0\times60}\ \text{nm}\approx11\ \text{nm}.$$

The temperature sensitivity follows directly from the law:

$$\frac{d\ln D}{dT}=\frac{B}{(T-T_0)^2}=\frac{1500}{63^2}\ \text{K}^{-1}=0.378\ \text{K}^{-1}.$$

A hotplate 0.1 K too hot raises $D$ by 3.8 % and, at fixed bake time, $L$ by 1.9 %. For 1 K the linear estimate no longer suffices and the two directions differ. Evaluating the law itself, a plate 1 K too hot raises $D$ by 45 % and $L$ by 20 %, while one 1 K too cold lowers them by 32 % and 17 %.

## Comparison of the estimate and the exact result

The exact energy exceeds the estimate by the factor

$$\frac{E}{E_{\text{est}}}=\frac{T}{T-T_0}=6.08 .$$

The reason lies in the temperature scale. A small change $\delta T$ changes an exponent proportional to $1/T$ by the fraction $\delta T/T$, but changes one proportional to $1/(T-T_0)$ by the larger fraction $\delta T/(T-T_0)$. The estimate had the right size of exponent and the wrong scale for its variation. It would also have put the sensitivity of $\ln D$ at $23.8/383=0.06\ \text{K}^{-1}$, too low by the same factor.

**A physical reading of the two energies.** The Adam–Gibbs picture gives the estimate a meaning of its own. It assumes

$$D=D_\infty\exp\left(-\frac{C}{T\,S(T)}\right),$$

where $S$ is the configurational entropy and $C$ is a constant. If the excess heat capacity of the liquid is $K/T$, with constant $K$, and $S$ vanishes at $T_0$, then

$$S(T)=\int_{T_0}^{T}\frac{K}{u^2}\,du=K\left(\frac1{T_0}-\frac1T\right),
\qquad
T\,S(T)=\frac{K(T-T_0)}{T_0}.$$

This reproduces the given law with $B=CT_0/K$. Now freeze the structure at a temperature $T_f$, so that $S$ keeps the value $S(T_f)$ while $T$ varies. The exponent is then $-Cx/S(T_f)$, linear in $x=1/T$, and its slope gives

$$E_{\text{frozen}}=\frac{RC}{S(T_f)}
=R\,\frac{BK}{T_0}\,\frac{T_0T_f}{K(T_f-T_0)}
=\frac{RB\,T_f}{T_f-T_0}.$$

For $T_f=383$ K this is 75.8 kJ/mol, the same expression as the scaling estimate. Within this picture, the estimate is the energy for motion through a fixed structure. The remaining 385 kJ/mol arises because the structure itself loosens on heating. This division belongs to the Adam–Gibbs model; the diffusion law alone does not require it.

**Why 461 kJ/mol is not a barrier height.** The value exceeds the energy of a carbon–carbon single bond, roughly 350 kJ/mol, although no bond need break for the acid to move in this law. The tangent Arrhenius line at 383 K also has a prefactor of about $10^{63}\ \text{nm}^2/\text{s}$, whereas the law itself has $D_\infty=2.2\times10^{10}\ \text{nm}^2/\text{s}$. The line fails as an extrapolation, too. Differentiating $\ln D$ a second time gives

$$\frac{d^2\ln D}{dx^2}=-\frac{2BT_0}{(1-T_0x)^3}<0\qquad(T>T_0),$$

so the curve lies below its tangent on both sides. The tangent overestimates $D$ by a factor of 1.84 at 373 K and 1.52 at 393 K.

## What the model leaves out

**Prefactor.** If $D_\infty$ were proportional to $T$, $\ln D$ would gain a term $\ln T=-\ln x$. This adds $R/x=RT=3.2$ kJ/mol to $E$, less than 1 %.

**Composition.** Residual solvent and deprotection can shift $T_0$. From the boxed formula,

$$\frac{\partial E}{\partial T_0}=\frac{2E}{T-T_0}=14.6\ \text{kJ/mol per K},$$

so the three digits of 461 kJ/mol describe the chosen parameters, not the accuracy expected for a film. With $B$ and $D_\infty$ held fixed, and $T_g$ assumed to move with $T_0$, a 10 K decrease of $T_0$ gives $E=343$ kJ/mol and multiplies $D$ by 26. A 10 K increase gives 651 kJ/mol and multiplies $D$ by 0.011; the bake is then only 3 K above $T_g$, where the structure may not reach equilibrium within 60 s, so these two numbers are at the edge of the law's range.

**Warm-up.** Let the wafer start at 296 K and approach the bake temperature with a time constant of 5 s:

$$T(t)=383\ \text{K}-(87\ \text{K})\,e^{-t/(5\ \text{s})}.$$

It reaches $T_g$ after $5\ln(87/13)=9.5$ s. For a time-dependent diffusivity, the earlier result becomes $L^2=2\int D\,dt$. Numerical integration of $D(T(t))/D(383\ \text{K})$ from that moment to 60 s gives an effective bake time of 39 s, which lowers $L$ from 11 nm to 8.9 nm. This assumes that the structure follows the temperature without delay once $T_g$ is reached. If it lags behind during such fast heating, so that $T_f$ stays below $T$, the Adam–Gibbs picture gives a smaller $D$ and a still shorter effective time. As a guide to the size, let $T_f$ start at 370 K and relax towards $T$ with a single time constant that is 100 s at $T_g$ and scales as $1/D$. The effective time then falls to about 35 s and $L$ to about 8.3 nm; for 10 s at $T_g$ the change is below 1 %. Diffusion below $T_g$ was dropped. If $D$ there does not exceed its value at $T_g$, which is 0.002 of the bake value, the omission is worth at most 0.02 s of bake time.

**Comparison with real resists.** A bake near 110 °C for about a minute and a diffusion length of order 10 nm are in the usual range for chemically amplified resists. The assumed $T_g$ of 97 °C is rather low: many resist polymers have a glass transition above the bake temperature. The assumption of structural equilibrium then fails, and with it the value of 461 kJ/mol. In the Adam–Gibbs picture the energy is then that of a frozen structure, which depends on the $B$, $T_0$ and $T_f$ of the actual film. The 76 kJ/mol found above for $T_f=383$ K only illustrates that the reduction can be large. As a rough size, apparent energies of order 100 kJ/mol are more typical of acid diffusion in resists. The model also omits acid loss, trapping, and the variation of diffusivity with local deprotection; their effect on the diffusion length is not estimated here.

Numerical values quoted here were computed with a short program.
